# Why plasma-implanted profiles broaden: energy spread in an expanding sheath

Before a range calculation for plasma immersion implantation can start, someone must decide which ion energies to feed it. A single energy, charge times applied voltage, ignores the ions that were already close to the target when the voltage came on. The obvious improvement gives each ion the potential energy it had at its starting point. This explains where the low energies come from, but it overestimates them, because the potential changes while the ions fly. For an ideal voltage step, it puts the standard deviation of the first ions' energy at 0.298 of the full-voltage energy; following their motion gives 0.227.

## The starting-potential estimate

Take a wide, flat target at $x=0$ facing a uniform plasma of cold, singly charged ions with density $n_0$ and mass $M$. The plasma is at zero potential. At $t=0$ the target is switched to $-V_0$ and held there. The light electrons leave at once, while the ions have not yet moved. The bare layer left behind is the ion matrix, of thickness $s_0$. Collisions are neglected.

In this layer Poisson's equation is $d^2\phi/dx^2=-en_0/\varepsilon_0$. At the edge, both the potential and the field match the field-free plasma, so $\phi=0$ and $d\phi/dx=0$ at $x=s_0$. Integrating twice gives

$$\phi(x)=-\frac{en_0}{2\varepsilon_0}(s_0-x)^2 .$$

Setting $\phi(0)=-V_0$ fixes the thickness:

$$s_0=\sqrt{\frac{2\varepsilon_0V_0}{en_0}},\qquad \phi(x)=-V_0\left(1-\frac{x}{s_0}\right)^2 .$$

Let $u$ be an ion's starting distance divided by $s_0$, and $w=E/(eV_0)$ its impact energy as a fraction of the full value. If the potential stayed frozen, the ion would gain the difference between its starting potential and that of the wall:

$$w_{\rm start}=1-(1-u)^2=2u-u^2 .$$

The ions are uniform in $u$ between 0 and 1, hence so is $q=1-u$, with $\langle q^2\rangle=1/3$ and $\langle q^4\rangle=1/5$. The mean is therefore $1-1/3=2/3$, the variance is $1/5-1/9=4/45$, and the standard deviation is 0.298. Since $dw/du=2(1-u)=2\sqrt{1-w}$, the distribution is $f(w)=1/(2\sqrt{1-w})$: it reaches down to zero energy and piles up at full energy.

## What the moving potential does

The ion obeys $M\,dv/dt=-e\,\partial\phi/\partial x$. Along its path,

$$\frac{d}{dt}\left(\frac{Mv^2}{2}+e\phi\right)=Mv\frac{dv}{dt}+e\frac{\partial\phi}{\partial t}+ev\frac{\partial\phi}{\partial x}=e\frac{\partial\phi}{\partial t},$$

because the first and last terms of the middle expression cancel. Starting from rest and ending at the wall, the ion has

$$w=w_{\rm start}+\frac{1}{V_0}\int\frac{\partial\phi}{\partial t}\,dt .$$

As the sheath expands, places that were at plasma potential become negative. An ion riding through a falling potential loses total energy, so it lands with less than its starting potential promised. To find how much, the sheath edge must be followed.

From here on, length is in units of $s_0$, potential in $V_0$, and time in $1/\omega_{pi}$, where $\omega_{pi}^2=n_0e^2/(\varepsilon_0M)$. The definition of $s_0$ gives $eV_0=n_0e^2s_0^2/(2\varepsilon_0)=M\omega_{pi}^2s_0^2/2$. In these units, therefore, $w=v^2$.

Label each ion by its start $u$, and let $s(t)$ be the sheath edge. If ions do not overtake, the charge between ion $u$ and the edge is always the charge that began between $u$ and $s$. Gauss's law, with no field beyond the edge, then gives an acceleration toward the wall:

$$\ddot x=-(s(t)-u).$$

Let the ion be uncovered at time $t_u$, which is zero for $u\le1$. Two integrations give

$$x(u,t)=u-\int_{t_u}^{t}(t-t')\,[s(t')-u]\,dt' .$$

Differentiate with respect to $u$. The moving lower limit adds nothing for later ions, since $s(t_u)=u$ there. With $\theta=t-t_u$,

$$\frac{\partial x}{\partial u}=1+\int_{t_u}^{t}(t-t')\,dt'=1+\frac{\theta^2}{2}>0 .$$

The order of the ions is preserved while the edge moves outward, which justifies the assumption.

The voltage determines $s(t)$. The field magnitude is $2(s-u)$ in units of $V_0/s_0$; the factor 2 comes from $en_0s_0^2/(\varepsilon_0V_0)=2$. Integrating the field across the sheath and exchanging the order of integration turns the voltage into the first moment of the ion charge:

$$1=2\int_{u_w}^{s}x(u,t)\,du ,$$

where $u_w$ labels the ion just reaching the wall. At $t=0$ this reads $1=2\int_0^1u\,du$, as it should. Now take the time derivative. The lower limit contributes nothing because $x=0$ there, and the upper limit contributes $s\dot s$. Thus

$$s\dot s=\int_{u_w}^{s}|v|\,du .$$

Ions moving inward reduce the moment, and the edge must uncover new ions to restore it.

## Ions that start near the wall

At early times $|v|\simeq(1-u)t$, so the integral is $t/2$. With $s\simeq1$, this gives $\dot s=t/2$ and $s=1+t^2/4$. Ions lost to the wall change the integral at order $t^3$, hence $s$ at order $t^4$, which is beyond the order needed here.

Integrating the acceleration $s-u=1-u+t^2/4$ gives the speed, and then the distance $u$ covered at impact:

$$|v|=(1-u)t+\frac{t^3}{12},\qquad u=\frac{(1-u)t^2}{2}+\frac{t^4}{48}.$$

Write $t^2=2u+au^2$. The distance equation becomes

$$u=(1-u)\left(u+\frac{a u^2}{2}\right)+\frac{4u^2}{48}+\dots$$

The terms in $u$ agree, and those in $u^2$ require $a/2-1+1/12=0$, so $a=11/6$. The energy is

$$w=t^2\left[1-u+\frac{t^2}{12}\right]^2=\left(2u+\frac{11}{6}u^2\right)\left(1-\frac{5}{3}u\right)+\dots=2u-\frac32u^2+\dots$$

Here the bracket is $1-u+u/6=1-5u/6$, and its square is $1-5u/3$ to this order. The starting potential therefore gives the correct first term and too small a quadratic reduction. If the edge were held at $s=1$ instead, the constant acceleration $1-u$ over distance $u$ would give $w=2u(1-u)=2u-2u^2$. That case does not keep the voltage constant. The true quadratic coefficient lies midway between the two.

## Ions uncovered later

An ion beyond the initial matrix starts at zero potential, yet it too arrives below full energy. When $s$ is large, the edge moves little during one transit. Treat $\dot s$ as constant for that time. The acceleration is then $\dot s\theta$, so

$$|v|=\frac{\dot s\theta^2}{2},\qquad x=s-\frac{\dot s\theta^3}{6}.$$

The transit time $\theta_T$ satisfies $s=\dot s\theta_T^3/6$. With $du=\dot s\,d\theta$ in magnitude, the voltage condition is

$$1=2\dot s\left(s\theta_T-\frac{\dot s\theta_T^4}{24}\right)=2\dot s\left(s\theta_T-\frac{s\theta_T}{4}\right)=\frac32s\dot s\theta_T .$$

Hence $\dot s\theta_T=2/(3s)$. The transit condition then gives $\theta_T^2=6s/(\dot s\theta_T)=9s^2$, so $\theta_T=3s$ and $\dot s=2/(9s^2)$. The impact speed $\dot s\theta_T^2/2$ equals 1, which is full energy at leading order.

With $p=\theta/\theta_T$, these results read $|v|=p^2$ and $1-x/s=p^3$. Leading-order energy conservation gives $\phi=-v^2=-(1-x/s)^{4/3}$, the Child-law profile. At fixed $x$,

$$\frac{\partial\phi}{\partial t}=-\frac43\left(1-\frac{x}{s}\right)^{1/3}\frac{x}{s^2}\,\dot s=-\frac43\,p(1-p^3)\frac{\dot s}{s}.$$

Integrating along the path with $dt=\theta_T\,dp$ gives the energy change:

$$-\frac43\,\frac{\dot s\theta_T}{s}\int_0^1p(1-p^3)\,dp=-\frac43\cdot\frac{2}{3s^2}\cdot\frac{3}{10}=-\frac{4}{15s^2}.$$

Since $s\simeq u$ at this order, $w=1-4/(15u^2)+\dots$ for large $u$. The shortfall fades because the edge moves a smaller fraction of the sheath thickness during each transit.

Between the two limits the equations are solved numerically:

| $u$ | $w_{\rm start}$ | $w$, full solution |
|---|---|---|
| 0.10 | 0.190 | 0.185 |
| 0.50 | 0.750 | 0.646 |
| 1.00 | 1.000 | 0.828 |
| 2.00 | 1.000 | 0.942 |
| 4.00 | 1.000 | 0.984 |

The early formula gives 0.185 at $u=0.10$ and 0.625 at $u=0.50$. The late formula gives 0.933 at $u=2$ and 0.983 at $u=4$. A separate particle calculation, with the field from Poisson's equation and Boltzmann electrons at 3 eV, tested the full solution for a 10 kV step. Over the initial matrix, the largest difference in $w$ was 0.0012.

## How large it is: a nitrogen example

Take N$_2^+$ ions, $V_0=10$ kV, $n_0=2\times10^9$ cm$^{-3}$ and a 5 µs pulse. The initial sheath is 23.5 mm thick and $1/\omega_{pi}$ is 89.5 ns, so the pulse lasts $5000/89.5\simeq56$ ion times.

For the initial matrix alone, the falling potential removes on average 0.105 of $eV_0$. The mean goes from 0.667 to 0.561, and the standard deviation from 2.98 to 2.27 keV. The last of these ions lands after 299 ns.

By the end of the pulse, ions out to $u=L=3.22$ have landed. The initial matrix supplies $1/3.22=31\%$ of them, but 78% of the energy variance about the pulse mean. The starting-potential estimate for the whole pulse follows from the shortfall $d=(1-u)^2$ for $u<1$ and zero beyond. Averaging over $0<u<L$ gives $\langle d\rangle=1/(3L)$ and $\langle d^2\rangle=1/(5L)$, so

$$\sigma_{w,\rm start}=\sqrt{\frac{1}{5L}-\frac{1}{9L^2}}=\sqrt{0.0621-0.0107}=0.227 .$$

The full solution gives 0.216. This closeness hides two errors of opposite sign. With matrix fraction $f=0.311$, the estimate has a variance within the matrix group of $f(0.298)^2=0.028$, against $f(0.227)^2=0.016$ in the full solution. The separation between the matrix group and the later ions contributes $f(1-f)$ times the squared difference of their means: 0.024 in the estimate and 0.030 in the full solution. The mean has no such cancellation. The estimate gives $1-1/(3L)=0.896$, against 0.818.

## From energy to depth

On impact, each molecule is taken to deliver two atoms with half its energy. The atoms then have mean energy 4.09 keV and standard deviation 1.08 keV. Suppose that an atom of energy $E$ stops at mean depth $kE$ with standard deviation $\beta kE$. Its mean squared depth is $k^2E^2(1+\beta^2)$. Averaging over energy and subtracting the squared mean depth $k^2\langle E\rangle^2$ gives

$$\sigma_{\rm depth}^2=k^2\left[\beta^2\langle E^2\rangle+\mathrm{var}(E)\right].$$

For a model target with $k=2$ nm/keV and $\beta=0.4$, $\langle E^2\rangle=4.09^2+1.08^2=17.9$ keV$^2$. The width is $2\sqrt{0.16\times17.9+1.17}=4.0$ nm, about a mean depth of 8.2 nm.

A single-energy beam with the same mean would give $0.4\times8.18=3.3$ nm. In that comparison the sheath broadens the profile by 23%. A single-energy beam at the full voltage would also give 4.0 nm, but about a mean depth of 10 nm. The initial-matrix ions alone give 3.3 nm, which is narrower than the full-voltage beam, because slower atoms also straggle less. A claim of broadening therefore has to name its reference beam.

## Where real equipment departs from the model

The plasma density, voltage and pulse length above are rough typical values for this kind of implantation; the target constants are round model values. The ideal step is one assumption that real equipment breaks, since a real voltage takes a finite time to rise. Ions landing during the rise meet a wall that has not yet reached $-V_0$. With the 5 µs total held fixed, a linear rise of 0.1 µs raises the pulse's $\sigma_w$ from 0.216 to 0.233. A rise of 0.5 µs gives 0.287, a third above the ideal step.

Ion composition matters as much. An atomic N$^+$ ion brings its whole energy to one atom. With 10% N$^+$ among the ions, and the same distribution of $w$ assumed for both species, the atoms' energy spread grows from 1.08 to 1.48 keV.

Other omissions can be sized but are not folded into the spread:

- **Gas collisions.** At 0.2 mTorr and a rough charge-exchange cross-section of $5\times10^{-15}$ cm$^2$, the chance of exchange is 7% across the initial sheath and 23% across the final one. The new ions start inside the sheath, at lower potential energy, while the old ones fly on as neutrals with only the energy gained so far. Both add to the spread, and by more than the moving-potential correction changes it: with this free path the pulse's $\sigma_w$ rises from 0.216 to about 0.25 for the ions alone, and to about 0.28 when the fast neutrals are counted.
- **Finite target.** The final sheath is 80 mm thick. For a target half-width of 150 mm, planar geometry is doubtful near the edges by then.
- **Pulse end.** About 6% of the uncovered ions are still in flight when the pulse ends, and they are not counted. They matter more than their number suggests, because they are slow. By the late-ion result they have $w=p^4$ with $p$ uniform between 0 and 1, so their mean $w$ is 1/5 and their mean $w^2$ is 1/9. If the voltage vanished at once and they all coasted to the target, $\sigma_w$ would rise from 0.216 to about 0.26.
- **Sputtering.** A dose of $10^{16}$ cm$^{-2}$ with one target atom removed per unit dose, at $5\times10^{22}$ atoms/cm$^3$, moves the surface by 2 nm, half the profile width.
- **Secondary electrons.** For three per ion, their charge is roughly 1% of the ions' charge at equal energies.

## What to do about it

For a profile calculation with a charge-exchange free path much longer than the sheath, solve the labelled-ion equation together with the voltage condition and pass the resulting energies to the range code. At higher pressure, collisions must be added first. For a measured voltage pulse, replace the 1 on the left of that condition by $V(t)/V_0$, where $V(t)$ is the magnitude of the applied voltage. This holds while the sheath edge moves outward; a falling voltage can make the edge retreat, which this model does not cover. For an ideal step, the starting-potential formula is adequate for ions with $u\ll1$. It can give a reasonable pulse spread, as it does here, while misplacing the mean.

In the cold-ion, collisionless model, changing the voltage at fixed density and pulse shape does not narrow the relative spread, because $V_0$ drops out of the scaled equations. In real equipment a lower voltage makes the sheath thinner, so fewer ions collide, but the edge also slows to the sound speed sooner. A longer pulse helps slowly. For large $L$ the early ions add a fixed amount to the summed squared shortfall, and the later ones add a convergent amount, since their squared shortfall falls as $u^{-4}$. In the cold-ion model the variance therefore approaches a $1/L$ fall. From $\dot s=2/(9s^2)$, $L$ grows as $t^{1/3}$, so $\sigma_w$ tends toward a $t^{-1/6}$ fall, or 11% per doubling. The example is far from that limit: doubling its pulse to 10 µs reduces the spread by only about 6%, from 0.216 to 0.203, even if the sheath stays planar and collisionless. Nor can the limit be reached by simply extending this pulse. At about 10 µs the edge slows to the ion sound speed, roughly 3 km/s for 3 eV electrons. Plasma then flows into the sheath, and the assumption that ions wait at rest for the edge fails. It is already imperfect at 5 µs, where the edge moves at only 1.6 times the sound speed, because a real plasma drifts toward the target before the pulse. A drift at the sound speed from the start adds about 9% to the ions landed in 5 µs and raises the mean $w$ from 0.818 to 0.836, while $\sigma_w$ moves only from 0.216 to 0.213.

A faster rise also helps when the rise lasts several ion times: in the example, going from 0.5 to 0.1 µs cuts the spread by 19%. Raising the density shortens the ion time and so makes a given rise effectively slower, but it also makes a given pulse effectively longer, which works the other way. In the example the first effect wins slightly: four times the density takes $\sigma_w$ from 0.233 to 0.235 for the 0.1 µs rise and from 0.287 to 0.296 for the 0.5 µs rise. Where molecular and atomic ions coexist, their proportions should be measured before the sheath model is refined further. The numerical output below gives the remaining values for this example.

## Table of computed values

```
Inputs: V0 10 kV, n0 2.0e+09 cm^-3, N2+ 28 u
Inputs: Te 3 eV, pulse 5 us
Range 2.0 nm/keV, straggle/range 0.4
Initial sheath s0: 23.5 mm
Ion time 1/omega_pi: 89.5 ns
Pulse length in ion times: 55.8
u; w from starting potential; w from full solution:
  0.10; 0.1900; 0.1851
  0.25; 0.4375; 0.4084
  0.50; 0.7500; 0.6459
  0.75; 0.9375; 0.7487
  1.00; 1.0000; 0.8277
  2.00; 1.0000; 0.9418
  3.00; 1.0000; 0.9722
  4.00; 1.0000; 0.9840
Early quadratic coefficient: 1.502
Late (1-w)u^2 at u=4: 0.2560; 4/15=0.2667
Last initial-matrix ion lands: 299 ns
Matrix mean w, starting potential: 0.6667
Matrix mean w, full solution: 0.5614
Matrix sd w, starting potential: 0.2981
Matrix sd w, full solution: 0.2271
Matrix ion energy sd: 2.98 keV (start), 2.27 keV (full)
Mean energy change by falling potential: -0.1051 eV0
Pulse: ions landed out to u = 3.220
Pulse: initial-matrix share of landed ions 31.1 %
Pulse: matrix share of variance 78.2 %
Pulse mean w, full solution: 0.8182
Pulse sd w: 0.2267 (start), 0.2162 (full)
Pulse ion energy: mean 8.18 keV, sd 2.16 keV
Pulse atom energy: mean 4.09 keV, sd 1.08 keV
Ion dose per pulse: 1.51e+10 cm^-2
Mean depth, pulse: 8.18 nm
Depth sd, pulse: 4.02 nm
Depth sd, explicit profile: 4.01 nm
Depth sd, one energy, same mean: 3.27 nm
Depth sd, one energy, full voltage: 4.00 nm
Depth sd, initial-matrix ions only: 3.32 nm
Pulse sd w, rise 0.1 us: 0.2326
Pulse sd w, rise 0.5 us: 0.2874
Largest w shift, warm electrons and grid: 0.0012
Same with 0.1 us rise: 0.0001
Gas 0.2 mTorr, 300 K; exchange cross section 5e-15 cm^2
Charge-exchange free path: 311 mm
Exchange chance across s0: 7.3 %; across final sheath: 22.8 %
Secondary yield 3: charge ratio 1.3 %
Electron/ion response-time ratio: 0.0044
Final sheath 80.4 mm; target half-width 150 mm
Uncovered ions still in flight: 5.9 %
Atom energy sd with 10 % N+ ions: 1.48 keV
Sputter: dose 1e+16 cm^-2, yield 1, 5e+22 atoms/cm^3
Sputter recession: 2.0 nm
```
